\section*{$G_0W_0$ with Tamm--Dancoff screening as a frequency-independent eigenvalue problem, part 3}

$G_0W_0$ with Tamm--Dancoff (TDA) screening has been recast as a static matrix $H$, now applied to water on Hartree--Fock (HF) and PBE references. Units are Hartree atomic; orbitals are real, with energies $\varepsilon_p$: $i,j,k,l$ occupied ($o$), $a,b,c,d$ virtual ($v$), $p,q,m$ any of $n$. Integrals are $(pq|rs)=\langle pr|qs\rangle$; $\mu$ is midgap.

With $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ and $K_{ia,jb}=(ia|jb)\ge0$, the response $\chi=\chi_0+\chi_0v\chi$ in $W^c=v\chi v$ has the pair matrix
\begin{equation}
L=-\begin{pmatrix}A-\omega&B\\ B&A+\omega\end{pmatrix}^{-1},\qquad A=\Delta+K,\quad B=K.
\label{eq:block}
\end{equation}
The RPA keeps $B$; the TDA sets $B=0$ and over-screens at $\omega=0$. With $AX^\nu=\Omega_\nu X^\nu$, $\Omega_{\min}\ge$ gap, $M^\nu_{pm}=\sum_{jb}(pm|jb)X^\nu_{jb}$,
\begin{equation}
\Sigma^c_{pq}(z)=\sum_{i\nu}\frac{M^\nu_{pi}M^\nu_{qi}}{z-\varepsilon_i+\Omega_\nu}+\sum_{a\nu}\frac{M^\nu_{pa}M^\nu_{qa}}{z-\varepsilon_a-\Omega_\nu},
\label{eq:sos}
\end{equation}
and, for $\operatorname{Re}z$ in the gap,
\begin{equation}
\Sigma^c_{pq}(z)=-\frac1{2\pi}\int_{-\infty}^\infty d\nu\sum_m\frac{W^c_{pm,qm}(i\nu)}{z+i\nu-\varepsilon_m}.
\label{eq:quad}
\end{equation}
The 2h1p (hole) and 2p1h (particle) blocks are
\begin{align}
C^h_{i[ja],k[lc]}&=\delta_{ik}\bigl[(\varepsilon_i+\varepsilon_j-\varepsilon_a)\delta_{jl}\delta_{ac}-\langle jc|al\rangle\bigr],\label{eq:Ch}\\
C^p_{[ia]b,[kc]d}&=\delta_{bd}\bigl[(\varepsilon_a+\varepsilon_b-\varepsilon_i)\delta_{ik}\delta_{ac}+\langle ak|ic\rangle\bigr],\label{eq:Cp}\\
V^h_{p,k[lc]}&=\langle pc|kl\rangle,\qquad V^p_{p,[kc]d}=\langle pk|dc\rangle.\label{eq:V}
\end{align}
In closed-shell spatial orbitals, used below, $K$ doubles and $V$ gains $\sqrt2$. Pauli-forbidden labels ($k=l$ or $c=d$) are kept. With $V=(V^h,V^p)$, $C=\operatorname{diag}(C^h,C^p)$, $F=\varepsilon+\Sigma^x-v^{xc}$ and $H=\begin{pmatrix}F&V\\V^T&C\end{pmatrix}$,
\begin{equation}
\bigl[(z-H)^{-1}\bigr]_{11}=\bigl[z-F-\Sigma^c(z)\bigr]^{-1}=G(z).
\label{eq:main}
\end{equation}
An eigenvector's orbital part $y$, of weight $Z=y^Ty$, obeys
\begin{equation}
\bigl[F+\Sigma^c(E)\bigr]y=Ey.
\label{eq:qp}
\end{equation}
The diagonal approximation $E=F_{pp}+\Sigma^c_{pp}(E)$ gives
\begin{equation}
E_{\rm diag}=E_{\rm lin}+Z_0r,\qquad E_{\rm lin}=\varepsilon_p+Z_0\bigl[F_{pp}-\varepsilon_p+\Sigma^c_{pp}(\varepsilon_p)\bigr],
\label{eq:lin}
\end{equation}
with $Z_0=[1-\Sigma^{c\prime}_{pp}(\varepsilon_p)]^{-1}$; poles below make the curvature term $r$ positive, poles above negative. By the Rayleigh principle $E_{\rm full}\le E_{\rm diag}$ on the lowest branch of a symmetry block, if no pole separates the roots.

In Section~\ref{sec:two}, a level resonant with one pole splits into two roots of equal weight, one on each side. In the two-orbital model parity removes the $m=p$ terms and the occupied level moves down. In the output, $\lambda$ scales the integrals in $V$ and $K$.

\section{Water in the 6-31G basis}

The geometry is $R_{\rm OH}=0.96$~\AA\ and an angle of $104.5^\circ$, close to equilibrium. There are $n=13$ orbitals, $o=5$ and $v=8$, so $o^2v=200$, $ov^2=320$ and $H$ has dimension $13+200+320=533$. Six decimals are kept where the arithmetic of the identity needs them. A basis this small does not determine ionization energies to anything like that precision: the HOMO ionization energy on HF, $11.535$~eV below, becomes $11.71$~eV in cc-pVDZ and $12.36$~eV in cc-pVTZ, and the PBE value $10.10$~eV becomes $10.36$~eV in cc-pVDZ. The values demonstrate the equality without predicting a measurement.

On HF the highest hole pole is $\varepsilon_{\rm HOMO}-\Omega_{\min}=-0.501236-0.728276=-1.229512$~Ha and the lowest particle pole is $0.203128+0.728276=0.93140$~Ha. The five orbitals below lie in this pole-free window, where each branch has at most one root. Energies are in Ha, and orbitals are numbered from the lowest.
\begin{equation*}
\begin{array}{lrrrrr}
p&\varepsilon_p&E_{\rm diag}&E_{\rm full}&Z&E_{\rm RPA}\\
3\,(B_2)&-0.7086&-0.6830&-0.6833&0.954&-0.6874\\
4\,(A_1)&-0.5602&-0.4989&-0.4981&0.947&-0.5136\\
5\,(B_1)&-0.5012&-0.4231&-0.4239&0.948&-0.4432\\
6\,(A_1)&0.2031&0.1953&0.1953&0.986&0.1961\\
7\,(B_2)&0.2991&0.2887&0.2884&0.981&0.2901
\end{array}
\end{equation*}
$E_{\rm full}$ and $Z$ are eigenvalue and weight of $H$, tested against the Newton solution of \eqref{eq:qp}; $E_{\rm RPA}$ solves the full equation with RPA screening.

For the HOMO, orbital 5, the diagonal equation closes as follows. Exchange and the reference potential cancel, both being $-0.997801$~Ha, so $F_{55}=-0.501236$~Ha. At $E_{\rm diag}$ the hole sum is $+0.113594$~Ha and the particle sum $-0.035440$~Ha, with the signs fixed by the denominators, since all hole poles lie below and all particle poles above. Then
\begin{equation}
-0.501236+0.113594-0.035440=-0.423082\ \text{Ha}=E_{\rm diag}.
\end{equation}
The three largest terms have $m=5$ and denominators $E_{\rm diag}-\varepsilon_5+\Omega=0.07815+\Omega$:
\begin{align}
0.130901/(0.07815+3.36068)&=0.038066,\nonumber\\
0.059238/(0.07815+2.76654)&=0.020824,\nonumber\\
0.049180/(0.07815+2.42221)&=0.019669,
\end{align}
in Ha$^2$ over Ha. Their sum, $0.078559$~Ha, is $69\%$ of the hole part. With $m=p$ the coupling $M^\nu_{55}$ is the Coulomb interaction of the HOMO density with the transition density of a totally symmetric excitation, so these terms describe mainly the relaxation of the other electrons around the hole. Through the Pauli-forbidden labels $k[kc]$ they also contain a spurious response of the removed electron to its own hole. The terms with $m=p$ are the ones that parity removed from the two-orbital model, where the occupied level moved down; here the hole sum outweighs the particle sum and the level moves up. The excitations in the three largest terms have $\Omega$ between $2.4$ and $3.4$~Ha, several times $\Omega_{\min}$. A basis in which $A$ is diagonal could not be cut to its lowest few states in this example.

The full root is $-0.423896$~Ha, lower than the diagonal one by $0.000814$~Ha, which is $1\%$ of the correlation correction. Orbitals 5 and 3 are the lowest of their symmetries, and both have $E_{\rm full}<E_{\rm diag}$ ($-0.683343$ against $-0.682970$~Ha for orbital 3), as the Rayleigh inequality requires. Orbital 4 has $A_1$ orbitals below it, no inequality applies, and its full root $-0.498078$~Ha lies above the diagonal $-0.498868$~Ha. The linearized HOMO value is $-0.423226$~Ha, so $Z_0r=+0.000144$~Ha; by \eqref{eq:lin} the hole poles dominate the curvature.

With $1$~Ha $=27.211386$~eV the HOMO ionization energy is $0.423896\times27.211386=11.535$~eV from $H$, $11.513$~eV in the diagonal approximation, $12.060$~eV with RPA screening, and $13.639$~eV from the orbital energy. For this orbital on the HF reference the choice between full and diagonal equations matters at $0.02$~eV and the choice between TDA and RPA at $0.5$~eV ($0.44$~eV in cc-pVTZ); on PBE, below, the two are $0.07$ and $0.9$~eV. The TDA correction $0.077340$~Ha exceeds the RPA correction $0.058049$~Ha by $33\%$ of the latter, although the lowest excitation energies differ by only $0.0010$~Ha ($0.7283$ and $0.7272$~Ha). That comparison does not locate the cause: the lowest excitation lies only $0.024$~Ha above the gap and is not among the three largest terms, and the program does not print the RPA energies and residues of the strongly coupled excitations, so the shares of pole shifts and residue changes are not separated. For all five orbitals in the table the TDA correction is the larger in magnitude. This does not follow from the over-screening inequality alone and need not hold for other molecules: the inequality concerns $W^c$, and in \eqref{eq:quad} it is weighted by hole and particle terms of opposite sign, which can partly cancel.

The inner-valence orbital $2\,(A_1)$, with $\varepsilon_2=-1.354919$~Ha, lies below the highest hole pole, and its weight splits into $0.544$ at $-1.2699$~Ha and $0.366$ at $-1.2030$~Ha, together $0.910$. The pole between the fragments can be identified from the printed energies. Since $K\ge0$, a subspace on which $A-t$ is negative definite is one on which $\Delta-t$ is too, so in each symmetry block $A$ has no more eigenvalues below $t$ than $\Delta$ has. Every pair other than $5\to6$ has $\Delta\ge0.203128+0.560244=0.763372$~Ha, so the excitation at $0.728276$~Ha belongs to the block containing $5\to6$, which is $B_1$, and the pole at $-1.229512$~Ha has symmetry $B_1\times B_1=A_1$. Any other $A_1$ pole built on orbital 5 needs a second $B_1$ excitation. The pairs $5\to7$ and $4\to6$ are not $B_1$, so the second $B_1$ pair energy is no smaller than $0.299117+0.501236=0.800353$~Ha, and such a pole lies at or below $-1.3016$~Ha. An $A_1$ pole built on orbital 4 lies at or below $-0.560244-0.763372=-1.3236$~Ha, and those on deeper orbitals lie at or below $-0.708629-0.728276=-1.4369$~Ha. Exactly one $A_1$ pole separates the fragments, which is the near-resonant case of Section~\ref{sec:two}. An iteration on \eqref{eq:qp} returns one root per starting point; $H$ contains both. The third fragment has weight $0.0125$ and lies far away, at $-4.77$~Ha. It is close to $\varepsilon_2-3.36068=-4.7156$~Ha, which suggests a satellite of the excitation that couples most strongly to the HOMO density; this assignment is a conjecture.

On PBE the static block does most of the work: $F_{55}=-0.227593-0.999567+0.727210=-0.49995$~Ha, close to the HF orbital energy, while $C$ is built from PBE energies with a gap of $0.263001$~Ha. The diagonal equation closes as $-0.499949+0.178089-0.046751=-0.36861$~Ha. The pole-free window shrinks to the interval from $-0.5188$ to $0.3266$~Ha, and the HOMO weight is $0.862$ in place of $0.948$. The full root is $-0.371134$~Ha, below the diagonal one by $0.002522$~Ha, again the sign required; for orbital 6 the full root $0.190044$~Ha differs from the diagonal $0.195467$~Ha by $0.005423$~Ha. These differences are larger than on HF. The off-diagonal elements of $F$, absent on HF, are not the common cause: for the HOMO, restoring only the off-diagonal elements of $\Sigma^c$ shifts the diagonal root by $-0.0022$~Ha and restoring only those of $F$ by $-0.00001$~Ha; for orbital 6 the corresponding shifts are $-0.0002$ and $-0.0082$~Ha, the second exceeding the total $-0.0054$~Ha. The two effects do not add. These partial shifts are not part of the printed output. The linearized HOMO value, $-0.370924$~Ha, is closer to the full root than the diagonal value is. The two are different corrections to the diagonal root that here have the same sign and similar size, $-0.002312$ and $-0.002522$~Ha, and nothing in \eqref{eq:lin} ties one to the other. The ionization energy on PBE is $10.099$~eV from $H$, $10.030$~eV diagonal and $11.038$~eV with RPA screening. The supermatrix inherits the starting-point dependence of $G_0W_0$, here $1.4$~eV between the two references.

\section{Conditions and cost}

The algebra from \eqref{eq:sos} to \eqref{eq:main} needs only a real symmetric $A$. The step from Hedin's equations to \eqref{eq:sos} needs more. It uses integer occupations and $\Omega_\nu>0$, guaranteed here by the gap and $K\ge0$. Without a gap the strip in \eqref{eq:quad} closes, and with fractional occupations an orbital appears in both branches of $G_0$, so the labels change. If an exchange term is added to $A$, the identity between supermatrix and pole sum persists, but the bound on $\Omega_{\min}$ is lost and the screening no longer derives from $\chi_0v\chi$. For complex orbitals the transposes become adjoints and the antiresonant block of \eqref{eq:block} carries the complex conjugate of $A$, so the index placement in \eqref{eq:Ch}--\eqref{eq:V}, which used real integrals, has to be redone. If $G_0$ in $\Sigma$ is replaced by a dressed $G$ at fixed $W$, each of its poles $E_s$, satellites included, generates a block $E_s\mp A$, and $C$ then depends on the solution. In an infinite basis the continuum states turn poles into cuts, while bound excitations can leave isolated poles, and $H$ becomes an operator; the statement proved here is for a finite basis.

The gain is in how eigenpairs can be found. By index counting, diagonalizing $A$ takes of order $(ov)^3$ operations. Applying $C^p$ to a vector is the contraction $\sum_{kc}(ia|kc)\,x_{[kc]b}$ over five indices, of order $o^2v^3$; $C^h$ costs $o^3v^2$, and the couplings cost $nov^2$ and $no^2v$. An iterative eigensolver aimed at a few states therefore needs fifth-power work per step, with no frequency grid, broadening or analytic continuation. The wanted eigenvalues are interior ones: levels in the pole-free window have the hole poles below and the particle poles above, and deeper levels can lie among the hole poles. The solver must therefore target them by energy or by overlap with the orbital. For the 533-dimensional example $H$ is diagonalized outright, in the program that is printed with its output after this text.

\section*{Computed values}
\begin{verbatim}
H2O: R(OH) = 0.96 Angstrom, angle = 104.5 deg; 1 Ha = 27.211386 eV
== G0W0-TDA@HF/6-31G: n=13 o=5 v=8, 2h1p=200 2p1h=320 dim H=533
gap = 0.704364 Ha, mu = -0.149054 Ha, Om_min TDA = 0.728276 Ha, RPA = 0.727227 Ha
top 2h1p pole = -1.229512 Ha, lowest 2p1h pole = 0.931403 Ha
max off-diagonal |F| = 1.25e-15 Ha
max|Wc(Dyson)-Wc| at w = 0.3i Ha: with B 1.2e-15 Ha, B=0 0.3729 Ha
Sig_HOMO,HOMO(mu+0.3i) quadrature = 0.06289034-0.01397734i Ha
max dev of quadrature from SOS 6.0e-16 Ha, from downfolded H 7.5e-16 Ha
max|dG| = 1.1e-11 1/Ha; inertia counts agree at 400 frequencies
states with Z>0.01: 32, max Dyson residual 2.9e-12 Ha, max|dZ| 2.8e-13
orb: eps, linearized, diagonal, full(H), Z(H), full RPA  [Ha; Z pure number]
3(B2): -0.708629 -0.682981 -0.682970 -0.683343 0.9544 -0.687362
4(A1): -0.560244 -0.498957 -0.498868 -0.498078 0.9466 -0.513562
5(B1): -0.501236 -0.423226 -0.423082 -0.423896 0.9479 -0.443187
6(A1): 0.203128 0.195325 0.195325 0.195272 0.9857 0.196129
7(B2): 0.299117 0.288654 0.288653 0.288366 0.9812 0.290102
HOMO diag: Sx = -0.997801, vxc = -0.997801, F = -0.501236 Ha, Z = 0.9463
HOMO diag Sc: 2h1p = 0.113594, 2p1h = -0.035440 Ha
HOMO IP: -eps 13.639, TDA full 11.535, TDA diag 11.513, RPA full 12.060 eV
  term m=5(B1): e_m -0.50124, Om 3.36068 Ha, M^2 0.130901 Ha^2, value 0.038066 Ha
  term m=5(B1): e_m -0.50124, Om 2.76654 Ha, M^2 0.059238 Ha^2, value 0.020824 Ha
  term m=5(B1): e_m -0.50124, Om 2.42221 Ha, M^2 0.049180 Ha^2, value 0.019669 Ha
inner valence 2(A1): eps = -1.354919 Ha; strongest fragments
  E = -1.269931 Ha, weight on orbital = 0.5439
  E = -1.203045 Ha, weight on orbital = 0.3664
  E = -4.768881 Ha, weight on orbital = 0.0125
lambda 0.002 vs 0.001: ratio |TDA-direct 2nd order| 7.996, |TDA-RPA| 7.987
== G0W0-TDA@PBE/6-31G: n=13 o=5 v=8, 2h1p=200 2p1h=320 dim H=533
gap = 0.263001 Ha, mu = -0.096093 Ha, Om_min TDA = 0.291227 Ha, RPA = 0.288789 Ha
top 2h1p pole = -0.518820 Ha, lowest 2p1h pole = 0.326635 Ha
max off-diagonal |F| = 8.62e-02 Ha
max|Wc(Dyson)-Wc| at w = 0.3i Ha: with B 8.5e-16 Ha, B=0 0.5888 Ha
Sig_HOMO,HOMO(mu+0.3i) quadrature = 0.09201219-0.02968803i Ha
max dev of quadrature from SOS 9.9e-16 Ha, from downfolded H 9.4e-16 Ha
max|dG| = 3.2e-12 1/Ha; inertia counts agree at 400 frequencies
states with Z>0.01: 94, max Dyson residual 4.8e-12 Ha, max|dZ| 9.3e-14
orb: eps, linearized, diagonal, full(H), Z(H), full RPA  [Ha; Z pure number]
5(B1): -0.227593 -0.370924 -0.368612 -0.371134 0.8616 -0.405629
6(A1): 0.035408 0.195906 0.195467 0.190044 0.9603 0.192143
HOMO diag: Sx = -0.999567, vxc = -0.727210, F = -0.499949 Ha, Z = 0.8563
HOMO diag Sc: 2h1p = 0.178089, 2p1h = -0.046751 Ha
HOMO IP: -eps 6.193, TDA full 10.099, TDA diag 10.030, RPA full 11.038 eV
== HF/STO-3G: spin-orbital dim H = 574, spatial dim = 77, max|dSig| = 8.7e-15 Ha
HOMO: eps -0.391074, spin-orbital H -0.314864, spatial SOS -0.314864 Ha
deleting 80 Pauli-forbidden labels: HOMO -0.313909 Ha, shift 0.000956 Ha
\end{verbatim}
